# Apparent oxide thickness of a half-covered surface from substrate attenuation

## Problem

A flat substrate is bare over half of its area and carries an oxide of height $h=4$ nm over the other half. X-rays release photoelectrons from the substrate, and an analyser collects those that leave along the surface normal without losing energy. The analysed spot is much larger than the patches, so both halves contribute to one signal. The attenuation length in the oxide is $\lambda=3$ nm, and the signal from a clean, fully bare substrate is known.

The measured signal is converted to a thickness as if the oxide were uniform. What thickness is reported, and is it the area-mean thickness?

Lengths are in nanometres throughout. "Attenuation length" means the distance over which the no-loss signal falls by a factor $e$ in this straight-line model.

## A tempting solution

The mean thickness is

$$
\bar d=\tfrac12(0)+\tfrac12(4\ \text{nm})=2\ \text{nm}.
$$

The measurement averages over the spot, so the electrons cross 2 nm of oxide on average. The substrate signal, relative to the clean substrate, should then be

$$
e^{-\bar d/\lambda}=e^{-2/3}=0.5134 .
$$

Taking the logarithm and multiplying by $-\lambda$ returns 2 nm. On this argument the method reports the mean thickness.

## Where it fails

The first line is correct: the mean thickness is 2 nm. The fault lies in putting that mean into the exponential. The analyser does not average thicknesses and then attenuate a beam. Each half attenuates its own electrons, and the analyser adds the electrons that survive. The average must therefore be taken over the exponentials, and the exponential of an average differs from the average of exponentials.

The bare half alone shows that something is wrong. It transmits its full signal, which is half of the clean-substrate signal. The value 0.5134 would leave almost nothing for the covered half, although 4 nm is not much more than one attenuation length.

## Right solution

### Attenuation in one patch

Let $J(z)$ be the flux of no-loss electrons travelling along the outward normal at height $z$. In a slice of thickness $dz$ a fraction $dz/\lambda$ of them is lost, while the atoms of the slice add $s\,dz$. Hence

$$
\frac{dJ}{dz}=s-\frac{J}{\lambda}.
$$

Inside the substrate the source is $s_s$ and the attenuation length is $\lambda_s$. With no flux entering at depth $D$, the solution at the substrate surface is

$$
J_0=s_s\lambda_s\left(1-e^{-D/\lambda_s}\right)\longrightarrow s_s\lambda_s
\qquad (D\gg\lambda_s).
$$

The oxide emits no electrons into the substrate line, which is assumed to be separable in energy from the oxide line. For substrate electrons in the oxide, therefore, $s=0$, and

$$
\frac{dJ}{J}=-\frac{dz}{\lambda}
\quad\Longrightarrow\quad
J(d)=J_0e^{-d/\lambda}.
$$

We assume that the substrate emits equally under both halves, so $J_0$ is the same for each.

### Adding the patches

Let a fraction $f_i$ of the area $A$ have thickness $d_i$, with $\sum_i f_i=1$. With uniform illumination and detection, the signal is proportional to

$$
I=\sum_i (f_iA)\,J_0e^{-d_i/\lambda}.
$$

The clean substrate gives $I_0=AJ_0$ with the same proportionality factor. The transmission is therefore

$$
T\equiv\frac{I}{I_0}=\sum_i f_ie^{-d_i/\lambda}.
$$

Both $J_0$ and the substrate attenuation length have cancelled. For the half-covered surface,

$$
T=\frac{1+e^{-h/\lambda}}{2}
=\frac{1+0.2636}{2}=0.6318 .
$$

### Converting the signal to a thickness

A uniform film of thickness $d$ would transmit $e^{-d/\lambda}$. This falls steadily with $d$, so one thickness alone matches the measured $T$:

$$
e^{-d_{\rm app}/\lambda}=T
\quad\Longrightarrow\quad
d_{\rm app}=-\lambda\ln\frac{1+e^{-h/\lambda}}{2}.
$$

The numbers give

$$
d_{\rm app}=(3\ \text{nm})(0.4592)=1.378\ \text{nm}\approx1.4\ \text{nm}.
$$

The reported thickness is 1.4 nm, while the mean is 2 nm. The reading is low by 0.62 nm, or 31 % of the mean. Integrating the flux equation numerically through both halves, and then searching for the uniform film with the same signal, also gives 1.378 nm.

## Why the reading is low

The sign of the error does not depend on there being two equal halves. For any real $y$, $e^y\ge1+y$, with equality at $y=0$ alone. Put $y=-(d_i-\bar d)/\lambda$ and multiply by $e^{-\bar d/\lambda}$:

$$
e^{-d_i/\lambda}\ge e^{-\bar d/\lambda}
\left(1-\frac{d_i-\bar d}{\lambda}\right).
$$

Now average over the area. The term linear in $d_i-\bar d$ vanishes by the definition of the mean, leaving

$$
T\ge e^{-\bar d/\lambda}.
$$

Taking the logarithm and multiplying by $-\lambda$, which reverses the inequality, gives

$$
d_{\rm app}\le\bar d .
$$

Equality requires every part of the area to have the same thickness. Physically, thin regions transmit more electrons and so carry more weight in the signal than their area alone would give them.

For two equal halves the size of the error follows from taking out a common factor:

$$
\frac{1+e^{-h/\lambda}}2
=e^{-h/2\lambda}\,\frac{e^{h/2\lambda}+e^{-h/2\lambda}}2
=e^{-h/2\lambda}\cosh\frac{h}{2\lambda}.
$$

Therefore

$$
d_{\rm app}=\frac h2-\lambda\ln\cosh\frac{h}{2\lambda}.
$$

The first term is the mean thickness and the second is the amount by which the reading falls short.

### Small thickness variations

Write $\delta_i=d_i-\bar d$ and let angle brackets denote an area average. Then $\langle\delta\rangle=0$, and

$$
T=e^{-\bar d/\lambda}\left[
1+\frac{\langle\delta^2\rangle}{2\lambda^2}
-\frac{\langle\delta^3\rangle}{6\lambda^3}+O(\delta^4/\lambda^4)
\right].
$$

In $\ln(1+x)=x-x^2/2+\cdots$, the square of the variance term is already of fourth order. Thus

$$
d_{\rm app}=\bar d-\frac{\langle\delta^2\rangle}{2\lambda}
+\frac{\langle\delta^3\rangle}{6\lambda^2}
+O(\delta^4/\lambda^3).
$$

The reading is close to the mean when the thickness varies by much less than $\lambda$. A small mean thickness is not needed: a thick film with slight roughness also qualifies, provided that its substrate signal can still be measured.

In the present problem $\delta=\pm2$ nm, so the variance is 4 nm² and the third moment vanishes by symmetry. The estimate is

$$
2-\frac{4}{2(3)}=1.333\ \text{nm}.
$$

It lies 0.044 nm below the full result. The variance term lowers the reading by 0.667 nm, slightly more than the actual shortfall of 0.622 nm; the higher-order terms make up the difference. They are not negligible, because the variation is not small compared with $\lambda$.

### Very tall oxide

In the opposite limit, $h\gg\lambda$, the covered half becomes dark and $T\to1/2$. The reading approaches

$$
d_{\rm app}\to\lambda\ln2=2.079\ \text{nm}.
$$

Making the covered half still taller increases the mean without limit but hardly changes the signal. At half coverage the method then measures how much area is bare and says almost nothing about the height of the oxide.

## Does the oxide signal remove the error?

Thickness is also found from the ratio of the oxide line to the substrate line. In a patch of thickness $d$, the oxide flux starts from zero at the interface. The flux equation with source $s$ then gives

$$
J_{\rm ox}(d)=s\lambda\left(1-e^{-d/\lambda}\right).
$$

Divide by the thick-oxide value $s\lambda$ and average over the area. The normalised oxide signal is $1-T$, if oxide and substrate electrons have the same attenuation length in the oxide. The normalised ratio is

$$
R=\frac{1-T}{T}=\frac{0.3682}{0.6318}=0.583 .
$$

For a uniform film $R=e^{d/\lambda}-1$, so the inferred thickness is

$$
\lambda\ln(1+R)=\lambda\ln\frac1T=-\lambda\ln T=1.378\ \text{nm}.
$$

The second line brings no new information about the thickness distribution, because both signals depend on the same average $T$. The ratio does have a practical advantage: a uniform contamination layer that attenuates both lines equally cancels from it. The error due to patchiness remains.

## What one normal-emission signal determines

Suppose the surface is known to be partly bare, but neither the coverage $f$ nor the oxide height $H$ is known. The signal requires

$$
1-f+fe^{-H/\lambda}=T,
$$

or, after rearrangement,

$$
f\left(1-e^{-H/\lambda}\right)=1-T .
$$

Solving for the height gives

$$
H=-\lambda\ln\left(1-\frac{1-T}{f}\right),
\qquad f>1-T=0.3682 .
$$

All the following surfaces give the signal of our example, with $\lambda$ held at 3 nm:

| Coverage | Height (nm) | Mean thickness (nm) |
|---:|---:|---:|
| 1.00 | 1.378 | 1.378 |
| 0.75 | 2.026 | 1.519 |
| 0.50 | 4.000 | 2.000 |
| 0.40 | 7.596 | 3.038 |

The inequality derived above makes 1.378 nm a lower bound on the mean thickness. There is no upper bound: as $f$ falls towards 0.3682, the required height grows without limit while the coverage stays finite, so $fH$ also grows without limit.

The mean can be recovered if something else is known. If the coverage is known to be one half, the formula returns $H=4$ nm and a mean of 2 nm. If the two halves can be measured separately, their signals give 0 and 4 nm, and these thicknesses may then be averaged. In both cases the signal of the covered half is separated from that of the bare half before the logarithm is taken.

## A second emission angle

At an angle $\theta$ from the normal, a straight path through a layer of thickness $d$ has length $d/\cos\theta$. For patches so wide that few electrons cross from one to another, all the formulas hold with

$$
\lambda\to\lambda_\theta=\lambda\cos\theta .
$$

The clean reference is taken at the same angle. A uniform film gives $T=e^{-d/\lambda_\theta}$, and conversion with $\lambda_\theta$ returns $d$ at every angle. The half-covered surface instead gives

$$
d_{\rm app}(\theta)=\frac h2-\lambda_\theta\ln\cosh\frac{h}{2\lambda_\theta}.
$$

To see how this changes with tilt, set $x=h/2\lambda_\theta$ and differentiate the subtracted term:

$$
\frac{d}{d\lambda_\theta}\left(\lambda_\theta\ln\cosh x\right)
=\ln\cosh x-x\tanh x .
$$

The right side is zero at $x=0$, and its derivative with respect to $x$ is $-x\,{\rm sech}^2x$, which is negative for $x>0$. The right side is therefore negative. Reducing $\lambda_\theta$ by tilting increases the subtracted term and lowers the reading.

For the present surface the readings are 1.378 nm at normal emission, 1.343 nm at 20°, 1.221 nm at 40° and 0.939 nm at 60°. A uniform film of 1.378 nm would read 1.378 nm at 60° as well. The two surfaces cannot be told apart by the normal-emission signal, but for wide patches they are clearly different at 60°.

### Electrons that cross an edge

The wide-patch condition can be made quantitative. Let bare and oxide stripes each have width $W$, on a flat substrate surface, and tilt the emission direction across them. While rising through the height $h$, an electron moves sideways by

$$
t=h\tan\theta .
$$

Take $t<W$, and let $\tau=h/(\lambda\cos\theta)$. In one period of length $2W$ there are two edges. Electrons that start within a distance $t$ before an edge cross it, so the crossing fraction is $2t/2W=t/W$. The rest are divided equally between paths wholly outside and wholly inside the oxide.

For the crossing electrons, the part $u$ of the path that lies in oxide is uniformly distributed between 0 and 1. This holds for both kinds of edge, since exchanging oxide and bare merely replaces $u$ by $1-u$. Their mean transmission is

$$
\int_0^1e^{-\tau u}\,du=\frac{1-e^{-\tau}}{\tau}.
$$

Adding the two groups gives

$$
T(\theta)=\left(1-\frac tW\right)\frac{1+e^{-\tau}}2
+\frac tW\,\frac{1-e^{-\tau}}\tau .
$$

A convex curve lies below its chord, so the crossing electrons have a lower mean transmission than the others. Edges therefore raise the apparent thickness and work against the fall of the reading with tilt. For wide stripes at 60° they only weaken this sign of patchiness, but for narrow stripes they can reverse it: with $W=7$ nm the reading rises from 1.378 nm at normal emission to 1.57 nm at 60°. Near $W=9.5$ nm the two effects cancel, and the 60° reading equals the normal one, just as for a uniform film. At 60°, $t=4\tan60^\circ=6.9$ nm. For stripes 1000 nm wide, fewer than 1 % of the electrons cross an edge, and the reading rises only from 0.939 to 0.943 nm. For stripes 20 nm wide, about 35 % would cross, and the wide-patch formula should not be used.

## The model beside a real measurement

An attenuation length of 3 nm is a round value of the right order for silicon 2p electrons passing through silicon dioxide with a laboratory x-ray source. With an aluminium source the value used in thickness work is somewhat larger, about 3.5 nm, which lies outside the range of 2.7 to 3.3 nm tried below; a true length of 3.45 nm with 3 nm assumed would give a reading of 1.26 nm. A sharp division into bare silicon and 4 nm oxide is an idealisation, because bare silicon oxidises in air. If the bare half regrows 0.5 nm of oxide, the reading becomes 1.77 nm and the true mean 2.25 nm. The shortfall drops from 0.62 to 0.48 nm because the height difference is now 3.5 nm.

Other departures shift the reading of the original surface as follows, each taken alone:

- A carbon layer of 0.5 nm on the sample but not on the reference, with the same attenuation length, raises the reading to 1.88 nm.
- A clean-substrate reference that is 10 % too high raises it to 1.66 nm.
- If the true attenuation length is 2.7 nm but 3 nm is assumed, the reading is 1.465 nm. If the true value is 3.3 nm, it is 1.298 nm.
- An acceptance cone of 10° half-angle, with stripes 20 nm wide, gives 1.39 nm.

The changes in attenuation length indicate the sensitivity to elastic scattering, which bends electron paths and can make the effective length depend on depth and angle. They do not simulate that scattering. Likewise, the reference error indicates what a 10 % intensity change would do, for instance one caused by photoelectron diffraction in the crystal. Even an intensity error that is the same at both angles does not cancel from the angular comparison. With a reference 10 % too high, a uniform film of 1.378 nm would read 1.66 nm at normal emission and 1.52 nm at 60°. An error that changes with angle can enlarge this difference or hide it.

Some of these errors can hide the effect of patchiness. Carbon multiplies $T$ by $e^{-0.5/3}$, and the high reference divides it by 1.1. The logarithm turns these factors into added thicknesses, so together they would give

$$
1.378+0.500+3\ln(1.1)=2.16\ \text{nm}.
$$

A reading near 2 nm would then be an accident of opposing errors. It would not show that the method had measured the mean thickness. The numerical output below lists the readings for the separate departures, each taken alone.

## Computed results

```
Oxide height on covered half: 4.0 nm
Attenuation length in oxide: 3.0 nm
Height / attenuation length: 1.3333
Transmission of bare half: 1.0000
Transmission of covered half: 0.2636
Area-mean transmission: 0.6318
Transmission of uniform 2 nm film: 0.5134
Minus log of mean transmission: 0.4592
Apparent thickness, formula: 1.3776 nm
Apparent thickness, flux integration and search: 1.3776 nm
Apparent thickness, rounded: 1.4 nm
Area-mean thickness: 2.0000 nm
Mean minus apparent thickness: 0.6224 nm
Apparent / mean thickness: 0.6888
Estimate from mean and variance only: 1.3333 nm
Half-bare reading for very tall oxide: 2.0794 nm
Reading by oxide-to-substrate ratio: 1.3776 nm
Lowest coverage allowed by signal: 0.3682
Same signal: coverage 1.00, height 1.378 nm, mean 1.378 nm
Same signal: coverage 0.75, height 2.026 nm, mean 1.519 nm
Same signal: coverage 0.50, height 4.000 nm, mean 2.000 nm
Same signal: coverage 0.40, height 7.596 nm, mean 3.038 nm
Wide-patch reading at 0 deg: 1.378 nm
Wide-patch reading at 20 deg: 1.343 nm
Wide-patch reading at 40 deg: 1.221 nm
Wide-patch reading at 60 deg: 0.939 nm
Uniform-film reading at 60 deg: 1.378 nm
60 deg reading with 1000 nm stripes and edges: 0.943 nm
Neglected effects, normal-emission readings:
  0.5 nm oxide on bare half: 1.766 nm (true mean 2.250 nm)
  0.5 nm carbon on sample only, same attenuation length: 1.878 nm
  clean reference 10 % too high: 1.663 nm
  true length 2.7 nm, 3.0 nm assumed: 1.465 nm
  true length 3.3 nm, 3.0 nm assumed: 1.298 nm
  10 deg half-angle cone, 20 nm stripes: 1.390 nm
```
